**Shadow Hamiltonian of velocity Verlet: algebra and scaling**

For the kick-drift-kick step of length \(h\), the program examines \(K=H+h^2(v\cdot V''v/12-F\cdot M^{-1}F/24)\), where \(v\) is the velocity, \(F\) the force, \(V''\) the Hessian and \(M\) the mass matrix. It takes the logarithm of the step operator in a free algebra, converts words to Poisson brackets, and asserts the two coefficients in one dimension. For an arbitrary smooth one-dimensional potential it asserts that one step changes \(H\) at order \(h^3\) and \(K\) at order \(h^5\), and that adding the next term \(h^4H_4\) cancels the change through \(h^6\). The harmonic oscillator is compared with its closed shadow Hamiltonian. For a three-particle Morse model, assertions on the two smallest steps require fluctuation exponents near 2 for \(H\), near 4 for \(K\) with or without the Hessian, and near 2 when the coefficients are exchanged or one term is dropped. The output gives 2.001 for \(H\) and 4.002 for \(K\), and a single Morse bond gives 6.003 once \(h^4H_4\) is added. A run ten times longer widens the range of \(K\) by a factor of 1.004, against an asserted limit of 1.5.

## Numerical check

```python
"""Shadow Hamiltonian of velocity Verlet (half kick, drift, half kick).

Result under test: the map with step h nearly conserves
    K = H + h^2 H2,   H2 = v.V''.v/12 - F.M^-1.F/24,
with fluctuations of order h^4, while H itself fluctuates as h^2.
H = T + V, T = p.M^-1.p/2, v = M^-1 p, F = -grad V.
H4 is the next term of the series, found here in one dimension.
Polynomial symbols: u = 1/m, d[k] = k-th derivative of V.
Hartree atomic units throughout.
"""
from fractions import Fraction
from math import factorial, log2
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh, expm
from sympy import QQ, ring

# ---- logarithm of the step operator in the free algebra of words in V, T
MAXDEG = 5


def word_product(a, b):
    out = {}
    for wa, ca in a.items():
        for wb, cb in b.items():
            if len(wa) + len(wb) <= MAXDEG:
                out[wa + wb] = out.get(wa + wb, Fraction(0)) + ca * cb
    return out


def word_exp(letter, scale):
    return {letter * k: scale**k / factorial(k) for k in range(MAXDEG + 1)}


half_kick = word_exp("V", Fraction(1, 2))
step_words = word_product(word_product(half_kick, word_exp("T", Fraction(1))),
                          half_kick)
rest = dict(step_words)
rest[""] -= 1
log_words, power = {}, {"": Fraction(1)}
for j in range(1, MAXDEG + 1):
    power = word_product(power, rest)
    for w, c in power.items():
        log_words[w] = log_words.get(w, Fraction(0)) + c * Fraction((-1)**(j + 1), j)
assert all(c == 0 for w, c in log_words.items() if len(w) in (0, 2, 4))

# ---- words to phase-space functions through nested Poisson brackets
R, *gens = ring("h,p,u,d0,d1,d2,d3,d4,d5,d6", QQ)
h_, p_, u_ = gens[:3]
d = gens[3:]
KINETIC = p_**2 * u_ * QQ(1, 2)


def bracket(g, letter):
    """Poisson bracket {g, T} or {g, V} in one dimension."""
    if letter == "V":
        return -g.diff(p_) * d[1]
    slope = R.zero
    for k in range(6):
        slope = slope + g.diff(d[k]) * d[k + 1]
    return slope * p_ * u_


def generator(degree):
    """Function generating the part of the logarithm of this degree."""
    total = R.zero
    for w, c in log_words.items():
        if len(w) == degree and c != 0:
            g = KINETIC if w[-1] == "T" else d[0]
            for letter in reversed(w[:-1]):
                g = bracket(g, letter)
            total = total + g * QQ(c.numerator, c.denominator * degree)
    return total


H0, H2, H4 = generator(1), generator(3), generator(5)
assert H0 == KINETIC + d[0]
assert H2 == p_**2 * u_**2 * d[2] * QQ(1, 12) - d[1]**2 * u_ * QQ(1, 24)

# ---- one Verlet step from x = 0 in an arbitrary potential, through h^6
ORDER = 6


def truncate(f):
    return R.from_dict({m: c for m, c in f.terms() if m[0] <= ORDER})


x_new = h_ * p_ * u_ - h_**2 * d[1] * u_ * QQ(1, 2)
x_powers = [R.one]
for j in range(ORDER):
    x_powers.append(truncate(x_powers[-1] * x_new))
d_new = []
for k in range(7):
    value = R.zero
    for j in range(7 - k):
        value = value + d[k + j] * x_powers[j] * QQ(1, factorial(j))
    d_new.append(truncate(value))
p_new = truncate(p_ - h_ * (d[1] + d_new[1]) * QQ(1, 2))


def after_step(f):
    new_values = [h_, p_new, u_] + d_new
    total = R.zero
    for monomial, c in f.terms():
        term = R.one * c
        for value, exponent in zip(new_values, monomial):
            for _ in range(exponent):
                term = truncate(term * value)
        total = total + term
    return total


def lowest_order(f):
    return min(m[0] for m, c in f.terms())


K_poly = H0 + h_**2 * H2
defect_H = after_step(H0) - H0
defect_K = after_step(K_poly) - K_poly
K4_poly = K_poly + h_**4 * H4
defect_K4 = after_step(K4_poly) - K4_poly
order_H, order_K = lowest_order(defect_H), lowest_order(defect_K)
assert order_H == 3 and order_K == 5
assert defect_K4 == R.zero

# ---- harmonic oscillator: closed shadow Hamiltonian
s = sp.symbols("s", positive=True)
asin_series = sp.series(sp.asin(s), s, 0, 8).removeO()
root_series = sp.series(1 / sp.sqrt(1 - s**2), s, 0, 8).removeO()
prefactor = sp.expand(sp.expand(asin_series / s) * root_series)
potential_factor = sp.expand(prefactor * (1 - s**2))
kin = [prefactor.coeff(s, 2 * j) / 4**j for j in range(3)]
pot = [potential_factor.coeff(s, 2 * j) / 4**j for j in range(3)]


def coefficient(f, monomial):
    return QQ.to_sympy(f.coeff(monomial))


assert coefficient(H2, p_**2 * u_**2 * d[2]) == kin[1] / 2
assert coefficient(H2, d[1]**2 * u_) == pot[1] / 2
assert coefficient(H4, p_**2 * u_**3 * d[2]**2) == kin[2] / 2
assert coefficient(H4, d[1]**2 * d[2] * u_**2) == pot[2] / 2

for h_test in (0.5, 1.5):            # unit mass and force constant
    kick = np.array([[1.0, 0.0], [-h_test / 2, 1.0]])
    drift = np.array([[1.0, h_test], [0.0, 1.0]])
    step_matrix = kick @ drift @ kick
    s_num = h_test / 2
    c_num = np.arcsin(s_num) / (s_num * np.sqrt(1 - s_num**2))
    flow = np.array([[0.0, c_num], [-c_num * (1 - s_num**2), 0.0]])
    assert np.allclose(expm(h_test * flow), step_matrix, atol=1e-12)
    conserved = np.diag([1 - h_test**2 / 4, 1.0])
    assert np.allclose(step_matrix.T @ conserved @ step_matrix, conserved,
                       atol=1e-12)

# ---- model: particles on a line joined by Morse bonds
DEPTH, RANGE = 0.2, 1.0


def morse(y, n):
    """n-th derivative of DEPTH*(1-exp(-RANGE*y))^2."""
    return DEPTH * ((n == 0) - 2 * (-RANGE)**n * np.exp(-RANGE * y)
                    + (-2 * RANGE)**n * np.exp(-2 * RANGE * y))


def force(q, bonds):
    return -morse(q @ bonds.T, 1) @ bonds


def verlet(q, v, mass, bonds, h, n_steps):
    qs, vs = [q], [v]
    f = force(q, bonds)
    for _ in range(n_steps):
        v_half = v + 0.5 * h * f / mass
        q = q + h * v_half
        f = force(q, bonds)
        v = v_half + 0.5 * h * f / mass
        qs.append(q)
        vs.append(v)
    return np.array(qs), np.array(vs)


def pieces(q, v, mass, bonds):
    """H, v.V''.v and F.M^-1.F at each stored point."""
    y = q @ bonds.T
    energy = 0.5 * (mass * v**2).sum(-1) + morse(y, 0).sum(-1)
    curvature = (morse(y, 2) * (v @ bonds.T)**2).sum(-1)
    force_sq = (force(q, bonds)**2 / mass).sum(-1)
    return energy, curvature, force_sq


mass = np.array([2000.0, 20000.0, 20000.0])
bonds = np.array([[-1.0, 1.0, 0.0], [0.0, -1.0, 1.0]])
q0 = np.array([0.0, 0.2, 0.1])       # displacements from equilibrium
v0 = np.array([-0.002, 0.0002, 0.0])
WINDOW = 19200
steps = [4, 8, 16, 32]

eps = 1e-4
for i in range(3):
    e = np.eye(3)[i] * eps
    slope = (morse((q0 + e) @ bonds.T, 0).sum()
             - morse((q0 - e) @ bonds.T, 0).sum()) / (2 * eps)
    assert abs(slope + force(q0, bonds)[i]) < 1e-8
shift = 0.1
E0, C0, F0 = pieces(q0, v0, mass, bonds)
C_numeric = -v0 @ (force(q0 + shift * v0, bonds)
                   - force(q0 - shift * v0, bonds)) / (2 * shift)
assert abs(C_numeric / C0 - 1) < 1e-5

hessian = bonds.T @ np.diag(morse(np.zeros(2), 2)) @ bonds
omega = np.sqrt(eigh(hessian, np.diag(mass), eigvals_only=True)[1:])

candidates = {"H": (0, 0), "K": (1 / 12, -1 / 24),
              "swapped": (-1 / 24, 1 / 12),
              "no force term": (1 / 12, 0),
              "no curvature term": (0, -1 / 24)}
spread = {name: [] for name in candidates}
spread["Hessian-free"] = []
for h in steps:
    q, v = verlet(q0, v0, mass, bonds, h, WINDOW // h)
    E, C, F = pieces(q, v, mass, bonds)
    for name, (a, b) in candidates.items():
        spread[name].append(np.std(E + h**2 * (a * C + b * F)))
    f = force(q, bonds)
    C_free = -(v[1:-1] * (f[2:] - f[:-2])).sum(-1) / (2 * h)
    spread["Hessian-free"].append(
        np.std(E[1:-1] + h**2 * (C_free / 12 - F[1:-1] / 24)))
    if h == 16:
        K_short = E + h**2 * (C / 12 - F / 24)


def exponents(values):
    return [log2(b / a) for a, b in zip(values[:-1], values[1:])]


slopes = {name: exponents(values) for name, values in spread.items()}
# tolerance covers the higher powers of h and the finite time window
for name, expected in (("H", 2), ("K", 4), ("Hessian-free", 4), ("swapped", 2),
                       ("no force term", 2), ("no curvature term", 2)):
    assert abs(slopes[name][0] - expected) < 0.1, (name, slopes[name])

LONG = 10
q, v = verlet(q0, v0, mass, bonds, 16, LONG * WINDOW // 16)
E, C, F = pieces(q, v, mass, bonds)
K_long = E + 16**2 * (C / 12 - F / 24)
range_ratio = np.ptp(K_long) / np.ptp(K_short)
assert range_ratio < 1.5             # steady drift would give about LONG

# ---- one Morse bond: adding h^4 H4 leaves a residue of order h^6
one_mass, one_bond = np.array([2000.0]), np.array([[1.0]])
y0 = 0.3
one_steps = [4, 8, 16]
one_spread = {"H": [], "K": [], "K+h^4 H4": []}


def evaluate(f, values):
    total = 0.0
    for monomial, c in f.terms():
        term = float(QQ.to_sympy(c))
        for value, exponent in zip(values, monomial):
            if exponent:
                term = term * value**exponent
        total = total + term
    return total


for h in one_steps:
    q, v = verlet(np.array([y0]), np.array([0.0]), one_mass, one_bond, h,
                  WINDOW // h)
    values = [h, one_mass[0] * v[:, 0], 1 / one_mass[0]]
    values += [morse(q[:, 0], k) for k in range(7)]
    for name, f in (("H", H0), ("K", K_poly), ("K+h^4 H4", K4_poly)):
        one_spread[name].append(np.std(evaluate(f, values)))
one_slopes = {name: exponents(x) for name, x in one_spread.items()}
for name, expected in (("H", 2), ("K", 4), ("K+h^4 H4", 6)):
    assert abs(one_slopes[name][0] - expected) < 0.15, (name, one_slopes[name])

# ---- report
fs = const.physical_constants["atomic unit of time"][0] * 1e15
mev = const.physical_constants["Hartree energy in eV"][0] * 1e3
print("BCH word coefficients, degree 3:")
print("  " + ", ".join(f"{w} {log_words[w]}" for w in ("VVT", "VTV", "TVV")))
print("  " + ", ".join(f"{w} {log_words[w]}" for w in ("VTT", "TVT", "TTV")))
print("H2 coefficient of v.V''.v:", coefficient(H2, p_**2 * u_**2 * d[2]))
print("H2 coefficient of F.F/m:", coefficient(H2, d[1]**2 * u_))
print("H4 in one dimension (symbols as in the program):")
for monomial, c in H4.terms():
    label = " ".join(f"{g}^{n}" for g, n in zip(gens, monomial) if n)
    print(f"  {QQ.to_sympy(c)} * {label}")
print(f"one-step change: H order h^{order_H}, K order h^{order_K}")
print(f"one-step change of K+h^4 H4: zero through h^{ORDER}")
print("harmonic kinetic factor, powers of a:", *kin)
print("harmonic potential factor, powers of a:", *pot)
print("masses (m_e):", *mass)
print(f"Morse depth {DEPTH} hartree, range parameter {RANGE} 1/bohr")
print("initial displacements (bohr):", *q0)
print("initial velocities (a.u.):", *v0)
print(f"mode frequencies (a.u.): {omega[0]:.5f} {omega[1]:.5f}")
print(f"shortest harmonic period: {2 * np.pi / omega[1]:.1f} a.u.")
print(f"time window: {WINDOW} a.u. = {WINDOW * fs:.1f} fs")
print(f"initial H: {E0:.8f} hartree")
print(f"initial v.V''.v: {C0:.4e} a.u.")
print(f"initial F.M^-1.F: {F0:.4e} a.u.")
print(f"h=16: curvature term {256 * C0 / 12:.4e} hartree")
print(f"h=16: force term {-256 * F0 / 24:.4e} hartree")
print(f"h=16: initial K {E0 + 256 * (C0 / 12 - F0 / 24):.8f} hartree")
print("standard deviations (hartree): h, H, K, Hessian-free K")
for i, h in enumerate(steps):
    print(f"  {h:2d} {spread['H'][i]:.3e} {spread['K'][i]:.3e} "
          f"{spread['Hessian-free'][i]:.3e}")
print("exponents for h = 4-8, 8-16, 16-32:")
for name, x in slopes.items():
    print(f"  {name}: " + " ".join(f"{value:.3f}" for value in x))
print(f"h=16 is {16 * fs:.4f} fs; h*omega_max = {16 * omega[1]:.3f}")
print(f"h=16: sd(H) {spread['H'][2] * mev:.3e} meV, "
      f"sd(K) {spread['K'][2] * mev:.3e} meV")
print(f"h=16: range of K, window x{LONG} over x1: {range_ratio:.3f}")
print(f"single bond: mass {one_mass[0]:.0f} m_e, start {y0} bohr at rest")
print("standard deviations (hartree): h, H, K, K+h^4 H4")
for i, h in enumerate(one_steps):
    print(f"  {h:2d} " + " ".join(f"{x[i]:.3e}" for x in one_spread.values()))
print("single-bond exponents for h = 4-8, 8-16:")
for name, x in one_slopes.items():
    print(f"  {name}: " + " ".join(f"{value:.3f}" for value in x))
print("every check passed")
```

Printed output:

```
BCH word coefficients, degree 3:
  VVT -1/24, VTV 1/12, TVV -1/24
  VTT 1/12, TVT -1/6, TTV 1/12
H2 coefficient of v.V''.v: 1/12
H2 coefficient of F.F/m: -1/24
H4 in one dimension (symbols as in the program):
  -1/720 * p^4 u^4 d4^1
  1/120 * p^2 u^3 d1^1 d3^1
  1/60 * p^2 u^3 d2^2
  -1/240 * u^2 d1^2 d2^1
one-step change: H order h^3, K order h^5
one-step change of K+h^4 H4: zero through h^6
harmonic kinetic factor, powers of a: 1 1/6 1/30
harmonic potential factor, powers of a: 1 -1/12 -1/120
masses (m_e): 2000.0 20000.0 20000.0
Morse depth 0.2 hartree, range parameter 1.0 1/bohr
initial displacements (bohr): 0.0 0.2 0.1
initial velocities (a.u.): -0.002 0.0002 0.0
mode frequencies (a.u.): 0.00615 0.01491
shortest harmonic period: 421.5 a.u.
time window: 19200 a.u. = 464.4 fs
initial H: 0.01318389 hartree
initial v.V''.v: 1.0318e-06 a.u.
initial F.M^-1.F: 2.4304e-06 a.u.
h=16: curvature term 2.2012e-05 hartree
h=16: force term -2.5925e-05 hartree
h=16: initial K 0.01317998 hartree
standard deviations (hartree): h, H, K, Hessian-free K
   4 3.792e-06 3.020e-09 4.540e-09
   8 1.518e-05 4.839e-08 7.268e-08
  16 6.093e-05 7.793e-07 1.165e-06
  32 2.488e-04 1.288e-05 1.886e-05
exponents for h = 4-8, 8-16, 16-32:
  H: 2.001 2.005 2.030
  K: 4.002 4.009 4.047
  swapped: 2.001 2.003 2.022
  no force term: 2.006 2.027 2.122
  no curvature term: 2.001 2.004 2.024
  Hessian-free: 4.001 4.003 4.016
h=16 is 0.3870 fs; h*omega_max = 0.238
h=16: sd(H) 1.658e+00 meV, sd(K) 2.121e-02 meV
h=16: range of K, window x10 over x1: 1.004
single bond: mass 2000 m_e, start 0.3 bohr at rest
standard deviations (hartree): h, H, K, K+h^4 H4
   4 3.939e-06 2.946e-09 3.527e-12
   8 1.576e-05 4.719e-08 2.262e-10
  16 6.316e-05 7.581e-07 1.460e-08
single-bond exponents for h = 4-8, 8-16:
  H: 2.001 2.002
  K: 4.001 4.006
  K+h^4 H4: 6.003 6.012
every check passed
```
